# Missed Attraction Between Distant Dipoles in a Strictly Local Potential

## Definitions and conventions

Two identical molecules, A and B, are a distance $r$ apart in vacuum. Each carries a permanent dipole moment of magnitude $\mu$, pointing from negative to positive charge. In the head-to-tail arrangement both dipoles point along the line joining the molecules, in the same direction. The interaction energy $U$ is the energy of the pair minus that of the two molecules at infinite separation, so a negative $U$ means attraction. I write $k=1/(4\pi\varepsilon_0)$.

A strictly local potential writes the total energy as a sum over atoms,

$$E=\sum_i e_i(\text{neighbours of } i \text{ within } r_c),$$

where $r_c$ is the cutoff. The functions $e_i$ may be as complicated as one likes, but they receive no information from beyond $r_c$, and no separate long-range electrostatic term is added. The missed interaction is the true $U$ minus the $U$ given by the potential.

The model values are $\mu=2$ D, $r=8$ Å and $r_c=6$ Å.

## The estimate on the back of an envelope

On its axis, a dipole produces a field $2k\mu/r^3$ along its own direction. A second dipole aligned with this field has energy $-\mu$ times the field, so

$$U\approx-\frac{2k\mu^2}{r^3}.$$

With $\mu=6.67\times10^{-30}$ C m and $k\approx9.0\times10^9$ N m²/C²,

$$|U|\approx\frac{2(9.0\times10^9)(6.67\times10^{-30})^2}{(8\times10^{-10})^3}\ \text{J}\approx1.6\times10^{-21}\ \text{J}.$$

Multiplication by Avogadro's number gives about 0.94 kJ/mol. If the potential sees nothing across the gap, this whole attraction is missing. Both halves of the argument, the energy law and the blindness of the potential, need conditions.

## When the local potential gives zero

Suppose that every atom of A is farther than $r_c$ from every atom of B, and that no other atoms are present. An atom of A then has the same neighbours whether B is there or not, so its $e_i$ is unchanged. The same holds for B. Hence

$$E(AB)=E(A)+E(B),\qquad U_{\text{local}}=0.$$

No choice of parameters changes this. Training can alter the energies of the separate molecules, but it cannot make their sum depend on a distance that no $e_i$ receives.

The condition concerns atoms, not molecular centres. Two large molecules with centres 8 Å apart may well have atoms within 6 Å of each other, and the potential can then represent part of their interaction.

A third body C can also link the molecules. The part of the energy that depends jointly on A and B in the presence of C is

$$J=E(ABC)-E(AC)-E(BC)+E(C).$$

Let A, B and C be single atoms, with C within the cutoff of both A and B, which do not see each other. The energy of atom A is the same in $E(ABC)$ and $E(AC)$, so it cancels; that of B cancels likewise. What remains is

$$J=e_C(A,B)-e_C(A)-e_C(B)+e_C(\varnothing).$$

This vanishes if $e_C$ is a sum of separate neighbour contributions, but in general not if $e_C$ is nonlinear in them. A strictly local potential can thus couple two atoms up to $2r_c$ apart through an atom between them. Whether the coupling has the right size is a matter of training.

Message passing lets atoms exchange features over several layers before the energy is read out. Information then travels one neighbour step per layer, along chains of atoms. Across an empty gap wider than $r_c$ there is no step to take, and further layers do not help.

A small model shows these cases. Each atom starts with the feature $h_i=1$, and each layer replaces it by

$$h_i\leftarrow\tanh\Big(0.3\,h_i+\sum_{j\ne i}w(r_{ij})h_j\Big),$$

with $w(r)=\tfrac12[1+\cos(\pi r/r_c)]$ inside the cutoff and zero outside. The energy is $\sum_i h_i^2$ in arbitrary units. For two water molecules 8 Å apart, the coupling is zero with one layer and with four. At 5 Å the one-layer coupling is 0.105. Back at 8 Å, an added atom midway between the oxygens gives $-0.195$. For four atoms on a line at 0, 4, 8 and 12 Å, the end atoms are uncoupled with one layer, apart from rounding, and have a coupling of 0.0148 with two. These values show which couplings are possible; they are not physical energies.

## The energy law from Coulomb's law

Represent each dipole by charges $+q$ and $-q$ a length $d<r$ apart, with $\mu=qd$. Put the charges of the first at $\pm d/2$ and those of the second at $r\pm d/2$, the upper sign belonging to $+q$. The two pairs of like charges are both $r$ apart. The positive charge of the first and the negative charge of the second are $r-d$ apart; the other unlike pair is $r+d$ apart. Therefore

$$U=kq^2\left[\frac2r-\frac1{r-d}-\frac1{r+d}\right].$$

The last two terms combine to $-2r/(r^2-d^2)$, so

$$U=2kq^2\,\frac{(r^2-d^2)-r^2}{r(r^2-d^2)}=-\frac{2kq^2d^2}{r(r^2-d^2)}=-\frac{2k\mu^2}{r(r^2-d^2)}.$$

Letting $d\to0$ at fixed $\mu$ gives the point-dipole law

$$U=-\frac{2k\mu^2}{r^3}=-2a,\qquad a=\frac{k\mu^2}{r^3}.$$

For the model values $a=0.4705$ kJ/mol, so $U=-0.941$ kJ/mol, or $-9.75$ meV per pair. A charge separation of $d=1$ Å multiplies this by $1/(1-1/64)=64/63$ and gives $-0.956$ kJ/mol, a change of 1.6%.

The missing force follows from the same law. Since $U\propto r^{-3}$, $dU/dr=-3U/r$, and the radial force on B is

$$F=-\frac{dU}{dr}=\frac{3U}{r}=\frac{3(-9.752)}{8}\ \text{meV/Å}=-3.66\ \text{meV/Å}.$$

The minus sign means a pull towards A. This is the force on the whole molecule, not on each atom.

The loss grows towards the cutoff. Two such point dipoles just beyond 6 Å lose $0.941\times(8/6)^3=2.23$ kJ/mol. In the other direction, the loss falls to 0.1 kJ/mol at $r=8\,(9.41)^{1/3}\approx17$ Å. A longer cutoff therefore removes this error slowly. At fixed distance and orientation the loss scales as $\mu^2$: doubling both dipoles to 4 D would raise it to 3.8 kJ/mol. In a screening study the error thus differs between polar and less polar candidates and need not cancel from a ranking.

## Other orientations

Let $\mathbf R$ run from A to B, and let $\mathbf u_1,\mathbf u_2$ be unit vectors along the dipoles. The potential of the first dipole is the difference between two displaced Coulomb potentials, which for small $d$ becomes

$$\phi(\mathbf R)=-k\mu\,\mathbf u_1\cdot\nabla\frac1R=k\mu\,\frac{\mathbf u_1\cdot\mathbf R}{R^3}.$$

The second dipole has energy $q$ times the difference of $\phi$ between its ends, which is $\mu\,\mathbf u_2\cdot\nabla\phi$. The gradient acts on both $\mathbf u_1\cdot\mathbf R$ and $R^{-3}$:

$$\nabla\frac{\mathbf u_1\cdot\mathbf R}{R^3}=\frac{\mathbf u_1}{R^3}-\frac{3(\mathbf u_1\cdot\mathbf R)\mathbf R}{R^5}.$$

With $\mathbf R=r\mathbf z$, where $\mathbf z$ is a unit vector,

$$U=a\left[\mathbf u_1\cdot\mathbf u_2-3(\mathbf u_1\cdot\mathbf z)(\mathbf u_2\cdot\mathbf z)\right].$$

The bracket is $\mathbf u_1^{T}T\mathbf u_2$ with $T=\mathrm{diag}(1,1,-2)$. Because $T$ stretches no unit vector by more than a factor 2, the bracket cannot lie below $-2$, and head to tail reaches this value. It is the most attractive orientation at fixed $r$. Side by side, antiparallel dipoles have $U=-a=-0.47$ kJ/mol and parallel ones $U=+0.47$ kJ/mol. The local potential misses repulsion as well as attraction.

## Free rotation at fixed distance

If both molecules rotate freely and classically at temperature $T_0$, most of the attraction averages out. Let $\theta_1,\theta_2$ be the angles of the dipoles to $\mathbf z$ and $\varphi$ their relative azimuth. Then $U=av$, with

$$v=\sin\theta_1\sin\theta_2\cos\varphi-2\cos\theta_1\cos\theta_2.$$

Angle brackets denote an average over all directions with equal weight. Reversing one dipole changes the sign of $v$, so $\langle v\rangle=\langle v^3\rangle=0$. In $\langle v^2\rangle$ the cross term vanishes because $\langle\cos\varphi\rangle=0$. With $\langle\cos^2\theta\rangle=1/3$, $\langle\sin^2\theta\rangle=2/3$ and $\langle\cos^2\varphi\rangle=1/2$,

$$\langle v^2\rangle=\frac23\cdot\frac23\cdot\frac12+4\cdot\frac13\cdot\frac13=\frac23.$$

Let $x=a/(k_BT_0)$. Expanding the Boltzmann factor $e^{-xv}$ for small $x$ gives the mean energy

$$\bar U=a\,\frac{\langle v e^{-xv}\rangle}{\langle e^{-xv}\rangle}\approx-ax\langle v^2\rangle=-\frac{2a^2}{3k_BT_0},$$

with a relative correction of order $x^2$. At 473 K, $k_BT_0=3.93$ kJ/mol and $x=0.12$. The formula gives

$$\bar U\approx-\frac{2(0.4705)^2}{3(3.933)}\ \text{kJ/mol}=-0.0375\ \text{kJ/mol},$$

and direct integration over all angles agrees to this accuracy. The loss is 25 times smaller than for the fixed head-to-tail pair.

The orientational free energy, which governs how often a separation occurs, is smaller still:

$$-k_BT_0\ln\langle e^{-xv}\rangle\approx-k_BT_0\,\frac{x^2\langle v^2\rangle}{2}=-\frac{a^2}{3k_BT_0}\approx-0.019\ \text{kJ/mol}.$$

## Polarization and dispersion

Each molecule is also polarized by the other. In Gaussian form, where $k$ is absorbed into the charges, let $\alpha$ be the polarizability volume along the axis and $p$ the induced moment, equal on both molecules by symmetry. Creating each induced moment costs $p^2/(2\alpha)$, so

$$W(p)=-\frac{2(\mu+p)^2}{r^3}+\frac{p^2}{\alpha}.$$

Setting $dW/dp=0$ gives $p=s(\mu+p)$ with $s=2\alpha/r^3$. Hence $\mu+p=\mu/(1-s)$ and $p=s\mu/(1-s)$. Since $s^2/\alpha=2s/r^3$, insertion gives

$$W=\frac{-2\mu^2+2s\mu^2}{r^3(1-s)^2}=-\frac{2\mu^2}{r^3(1-s)}=-\frac{2\mu^2}{r^3-2\alpha}.$$

This requires $s<1$. For the computed water value $\alpha=1.19$ Å³, $s=2(1.19)/512=0.0047$. Polarization adds $-0.0044$ kJ/mol, about half a percent. The polarizability was computed in the aug-cc-pVDZ basis; the larger aug-cc-pVTZ basis raises it, and this small energy with it, by about 4%.

Dispersion can be sized by treating each molecule as an isotropic oscillator with quantum $I$. Along each axis the fluctuating moments $p_1,p_2$ have potential energy

$$\frac{p_1^2+p_2^2}{2\alpha}+\frac{t\,p_1p_2}{r^3},\qquad t=1,1,-2.$$

In terms of $(p_1\pm p_2)/\sqrt2$ the two modes separate, with stiffness multiplied by $1\pm c$, where $c=t\alpha/r^3$. Their frequencies scale as the square root of the stiffness, so the zero-point energy changes by

$$\frac I2\left(\sqrt{1+c}+\sqrt{1-c}-2\right)\approx-\frac{Ic^2}{8}.$$

The squares of $t$ add up to 6, and the total is $-\tfrac34I\alpha^2/r^6$. Taking the Hartree–Fock orbital ionization energy, 13.9 eV, for $I$ and the axial $\alpha$ for all directions gives about $-0.005$ kJ/mol. Both choices are rough, and the result may be too small by a factor of about two, but the term would have to be many times larger to alter the head-to-tail estimate. It matters more for the freely rotating pair: dispersion does not average out under rotation, and $-0.005$ to $-0.01$ kJ/mol is a sizeable fraction of the mean of $-0.0375$ kJ/mol.

## Comparison with a computed water pair

Water vapour can serve as an oxygen source in atomic layer deposition, and the dipole of the molecule is roughly 2 D. The comparison uses two rigid water molecules with their symmetry axes on one line, one being the other shifted by 8 Å. Relative to its oxygen, each molecule has hydrogens at $\pm0.757$ Å across the axis and 0.587 Å along it. The nearest atoms of different molecules are 7.45 Å apart, so the gap is empty for a 6 Å cutoff.

Hartree–Fock theory in the aug-cc-pVDZ basis gives a dipole of 2.00 D, close to the model value.

| Separation | Hartree–Fock pair | Point law, same dipole | Ratio |
|---|---:|---:|---:|
| 8 Å | −0.891 kJ/mol | −0.942 kJ/mol | 0.947 |
| 16 Å | −0.1161 kJ/mol | −0.1177 kJ/mol | 0.986 |

The 8 Å energy is corrected for the borrowing of basis functions between molecules (counterpoise correction); the 16 Å energy is not. The last digits belong to this basis: in the larger aug-cc-pVTZ basis the dipole is 1.98 D and the 8 Å energy is −0.876 kJ/mol, 1.7% weaker, while the ratio to the point law hardly changes.

The shortfall falls from 5.3% to 1.4%, nearly a factor of four when the distance doubles. Symmetry suggests why. For two identical, equally oriented, fixed charge clouds, exchanging their labels shows that $U(\mathbf R)=U(-\mathbf R)$. The multipole series consists of derivatives of $1/R$, and those of odd order change sign with $\mathbf R$, so they must drop out. The $r^{-4}$ term is therefore absent, and the first correction to the $r^{-3}$ law goes as $r^{-5}$. Relative to the leading term it falls as $r^{-2}$, by a factor of four on doubling. The computed pair is consistent with this, though two distances do not establish a power law.

Adding electron correlation by second-order perturbation theory (MP2) at 8 Å gives $-0.780$ kJ/mol, 17% weaker than the model's $-0.941$ kJ/mol. The larger aug-cc-pVTZ basis shifts this MP2 value to $-0.770$ kJ/mol. Part of this difference is already present in the Hartree–Fock value of $-0.891$ kJ/mol; correlation itself weakens that value by about one eighth. A smaller dipole is enough to account for this weakening: the energy derivative with respect to a weak applied field gives 1.87 D at the MP2 level in the aug-cc-pVDZ basis, against 2.00 D in Hartree–Fock theory. Since the leading energy scales as $\mu^2$, this alone lowers its magnitude by about 13%. The MP2 value is itself a reference level with a finite basis, fixed nuclei and no higher correlation. It supports an estimate of roughly 1 kJ/mol, but not a second digit for real water.

In the vapour of a deposition reactor the molecules are not held in a fixed orientation: free rotation at 473 K reduces the mean dipole–dipole loss of the 2 D model at 8 Å from 0.94 to 0.04 kJ/mol. For real water this is only an order of magnitude. The mean scales as $\mu^4$ and drops to about 0.03 kJ/mol with the MP2 dipole, while the quadrupole, dispersion and polarization, which survive the averaging, together add roughly 0.01 kJ/mol. Such close pairs are also far from the typical spacing. At a rough pressure of 1 Torr and this temperature, the number density $n=P/(k_BT_0)$ gives a spacing $n^{-1/3}\approx37$ nm, some 46 times the model distance. The full loss is relevant only where molecules are held close together and head to tail. Molecules held side by side at the same distance have the smaller attraction or repulsion found above. On a surface or in a liquid, however, other atoms can bridge the gap, and the polarizable surroundings can weaken or strengthen the interaction. Those changes are not sized here, so the vacuum value should not be carried over to such systems as a correction.

The numerical output below lists the main model and aug-cc-pVDZ values; it does not include the aug-cc-pVTZ values or the MP2 dipole.

## Calculated quantities

```
Model dipole moment: 2.00 D
Model separation: 8.00 angstrom
Potential cutoff: 6.00 angstrom
Dipole moment in SI: 6.6713e-30 C m
Energy scale a: 0.4705 kJ/mol
Missed head-to-tail interaction: -0.9410 kJ/mol
Same interaction: -9.752 meV
Four-charge sum, length 0.01 angstrom: -0.9410 kJ/mol
Four-charge sum, length 1 angstrom: -0.9559 kJ/mol
Side-by-side antiparallel: -0.4705 kJ/mol
Side-by-side parallel: 0.4705 kJ/mol
Missing radial force: -3.657 meV/angstrom
Head-to-tail energy at cutoff distance: -2.2304 kJ/mol
Nearest atoms of water pair: 7.452 angstrom
Local coupling across empty gap: 0.00e+00 (model units)
Four-layer coupling across gap: 0.00e+00 (model units)
Local coupling at 5 angstrom: 1.05e-01 (model units)
Local coupling with bridge atom: -1.95e-01 (model units)
One-layer coupling along chain: 1.11e-16 (model units)
Two-layer coupling along chain: 1.48e-02 (model units)
Rough process temperature: 473 K
Thermal energy kT: 3.9327 kJ/mol
Attraction divided by kT: 0.2393 (no unit)
Thermal mean by quadrature: -0.03747 kJ/mol
Thermal mean by leading law: -0.03752 kJ/mol
Rough process pressure: 1.0 Torr
Mean gas spacing: 36.59 nm
HF water dipole: 2.0007 D
HF axial polarizability volume: 1.1943 angstrom^3
HF orbital ionization energy: 13.862 eV
Extra energy from polarization: -0.00441 kJ/mol
Rough dispersion energy: -0.00546 kJ/mol
HF water-pair interaction at 8 angstrom: -0.8914 kJ/mol
Point law with HF dipole at 8 angstrom: -0.9417 kJ/mol
HF/point ratio at 8 angstrom: 0.9466 (no unit)
HF water-pair interaction at 16 angstrom: -0.11605 kJ/mol
Point law with HF dipole at 16 angstrom: -0.11771 kJ/mol
HF/point ratio at 16 angstrom: 0.9859 (no unit)
MP2 water-pair interaction at 8 angstrom: -0.7801 kJ/mol
```
